# Valley interference in the Heitler-London exchange of two silicon donors, part 2

Two electrons are bound to donors \(A\) and \(B\) in silicon, on the same fcc sublattice (lattice constant \(a_{\rm lat}\)), a lattice vector \(\mathbf R=(X,Y,Z)\) of length \(R\) apart. Each orbital \(\psi\) combines equally the six valleys at \(\pm k_0\) along the cubic axes, with isotropic envelope \(F=e^{-r}/\sqrt\pi\). The short-range central-cell potential selects this combination through valley couplings \(-\delta_g\) (opposite) and \(-\delta_f\) (perpendicular).

Unless a unit is written, lengths are in units of \(a=\frac{\kappa}{m^*}a_0\) and energies in \(m^*/\kappa^2\) hartree, with \(a_0\) the Bohr radius, \(\kappa\) the dielectric constant and \(m^*\) the effective mass in electron masses.

The Heitler-London triplet and singlet energies give \(J=E_T-E_S\):

\[
J=\frac{2}{1-S^4}\left[S^2(C-2v)+2SW-K_\psi\right].
\tag{1}
\]

Here \(S=\langle\psi_A|\psi_B\rangle\), \(W=\langle\psi_A|r_A^{-1}|\psi_B\rangle\), and \(K_\psi\) is the integral of \((\psi_A\psi_B)(1)(\psi_A\psi_B)(2)/r_{12}\). Neglecting the oscillating valley terms gives \(S=gs\), \(W=gw\), \(K_\psi=g^2K\), with

\[
g(\mathbf R)=\frac13\left(\cos k_0X+\cos k_0Y+\cos k_0Z\right),
\tag{2}
\]

\[
\boxed{J=\frac{2g^2N}{1-g^4s^4},\qquad N=s^2(C-2v)+2sw-K .}
\tag{3}
\]

The integrals \(s,w,K\) are \(S,W,K_\psi\) with \(\psi\) replaced by \(F\). Also \(v=\langle F_A|r_B^{-1}|F_A\rangle\), and \(C\) is the repulsion between the charges \(F_A^2\) and \(F_B^2\). Without valley interference, \(J_0=2N/(1-s^4)\).

The integrals use \(\xi=(r_A+r_B)/R\ge1\), \(\eta=(r_A-r_B)/R\) with \(-1\le\eta\le1\), and the azimuth \(\phi\). The scale factors are \(h_\xi=\frac R2\sqrt{\frac{\xi^2-\eta^2}{\xi^2-1}}\), \(h_\eta=\frac R2\sqrt{\frac{\xi^2-\eta^2}{1-\eta^2}}\) and \(h_\phi=\frac R2\sqrt{(\xi^2-1)(1-\eta^2)}\), so \(dV=\frac{R^3}8(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi\). The overlap density is \(F_AF_B=e^{-R\xi}/\pi\), and the first integral is already known:

\[
s=\frac{R^3}2\int_1^\infty\left(\xi^2-\tfrac13\right)e^{-R\xi}d\xi
=e^{-R}\left(1+R+\frac{R^2}3\right).
\]

The remaining four follow.

**Attraction of the overlap charge.** Since \(r_A=\frac R2(\xi+\eta)\), the factor \(1/r_A\) turns \(\xi^2-\eta^2\) into \(\frac2R(\xi-\eta)\), and

\[
w=R^2\int_1^\infty\xi e^{-R\xi}d\xi=e^{-R}(1+R).
\]

**Attraction to the other ion.** This is the potential of the spherical charge \(e^{-2r}/\pi\) at distance \(R\), from the charge inside and outside that radius:

\[
v=\frac1R\int_0^R4r^2e^{-2r}dr+\int_R^\infty4re^{-2r}dr .
\]

The first integral is \(1-e^{-2R}(1+2R+2R^2)\) and the second is \(e^{-2R}(1+2R)\). Hence

\[
v=\frac1R-e^{-2R}\left(1+\frac1R\right).
\]

**Direct repulsion.** Average this potential, with \(R\) replaced by \(r_A\), over the charge \(F_B^2\). The part \(1/r_A\) gives \(v\). In the remainder \(F_B^2e^{-2r_A}=e^{-2R\xi}/\pi\), so that

\[
C=v-\frac{R^3}2\int_1^\infty\left(\xi^2-\tfrac13\right)e^{-2R\xi}d\xi
-R^2\int_1^\infty\xi e^{-2R\xi}d\xi .
\]

The two subtracted terms are \(e^{-2R}(\frac{R^2}6+\frac R4+\frac18)\) and \(e^{-2R}(\frac R2+\frac14)\). Therefore

\[
C=\frac1R-e^{-2R}\left(\frac1R+\frac{11}8+\frac{3R}4+\frac{R^2}6\right).
\]

## 8. The exchange repulsion

\(K\) is the energy of the charge \(e^{-R\xi}/\pi\) in its own potential \(\Phi\), where \(\nabla^2\Phi=-4e^{-R\xi}\). The scale factors give the Laplacian, and Poisson's equation becomes

\[
\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta\right]\Phi
=-R^2(\xi^2-\eta^2)e^{-R\xi}.
\]

Let \(P(t)=(3t^2-1)/2\). Then \(\xi^2-\eta^2=\frac23P(\xi)-\frac23P(\eta)\), and the \(\eta\) operator multiplies \(P(\eta)\) by \(-6\). The solution has the form \(\Phi=\Phi_0(\xi)+\Phi_2(\xi)P(\eta)\), with

\[
[(\xi^2-1)\Phi_0']'=-\tfrac23R^2Pe^{-R\xi},\qquad
[(\xi^2-1)\Phi_2']'-6\Phi_2=\tfrac23R^2e^{-R\xi}.
\]

Using \(\int_{-1}^1P(\eta)^2d\eta=\frac25\), the energy is

\[
K=\frac{R^3}3\int_1^\infty e^{-R\xi}\left[P\Phi_0-\tfrac15\Phi_2\right]d\xi .
\]

Define \(G(\xi)=\int_1^\xi P(t)e^{-Rt}dt\). Regularity at \(\xi=1\) gives \((\xi^2-1)\Phi_0'=-\frac23R^2G\). For the other part set \(\Phi_2=Ph\). Multiplying its equation by \(P\), and using \([(\xi^2-1)P']'=6P\), gives \((\xi^2-1)P^2h'=\frac23R^2G\). Now integrate \(K\) by parts with \(G'=Pe^{-R\xi}\). The boundary terms vanish, since \(G(1)=0\) and \(\Phi_0\), \(h\) vanish at infinity:

\[
K=\frac{2R^5}9\int_1^\infty\frac{G^2}{\xi^2-1}\left(1+\frac1{5P^2}\right)d\xi .
\]

The identity

\[
\frac1{(\xi^2-1)P^2}=\frac1{\xi^2-1}+\frac32\frac{d}{d\xi}\frac{\xi}{P}
\]

follows from \((\xi/P)'=-(3\xi^2+1)/(2P^2)\) and \(4P^2-3(3\xi^2+1)(\xi^2-1)=4\). A further integration by parts yields

\[
K=\frac{4R^5}{15}I_1-\frac{2R^5}{15}I_2,\quad
I_1=\int_1^\infty\frac{G^2d\xi}{\xi^2-1},\quad
I_2=\int_1^\infty\xi e^{-R\xi}G\,d\xi .
\]

**The integral \(I_1\).** Write \(G=3s/R^3-e^{-R\xi}p(\xi)\), with \(p=(3R^2\xi^2+6R\xi+6-R^2)/(2R^3)\). Let \(\bar s=e^R(1-R+R^2/3)\). Then \(e^{-R}p(1)=3s/R^3\) and \(e^Rp(-1)=3\bar s/R^3\). Polynomial division gives

\[
\frac p{\xi^2-1}=\frac12\left[\frac{p(1)}{\xi-1}-\frac{p(-1)}{\xi+1}\right]+\frac3{2R},
\]
\[
\frac{p^2}{\xi^2-1}=\frac12\left[\frac{p(1)^2}{\xi-1}-\frac{p(-1)^2}{\xi+1}\right]
+\frac{9R^2\xi^2+36R\xi+72+3R^2}{4R^4}.
\]

Start the integrals at \(1+\epsilon\) and use \(E_1(x)=\int_x^\infty e^{-t}dt/t\), which tends to \(-\gamma-\ln x\) for small \(x\), with \(\gamma\) Euler's constant. The pole at \(\xi=1\) gives \(\frac{9s^2}{2R^6}\) times

\[
\ln\frac2\epsilon+2(\gamma+\ln R\epsilon)-(\gamma+\ln2R\epsilon)=\gamma+\ln R ,
\]

so \(\epsilon\) cancels. Together with the poles at \(\xi=-1\) this forms

\[
L=s^2(\gamma+\ln R)+2s\bar sE_1(2R)-\bar s^2E_1(4R).
\]

The polynomial parts integrate to elementary terms:

\[
I_1=\frac{9L}{2R^6}-\frac{9se^{-R}}{R^5}
+\frac{e^{-2R}}{4R^4}\left(6R+\frac{45}2+\frac{189}{4R}\right).
\]

**The integral \(I_2\).** Integration by parts moves the derivative onto \(G\):

\[
I_2=\int_1^\infty e^{-2R\xi}\left(\frac\xi R+\frac1{R^2}\right)P\,d\xi
=\frac{e^{-2R}}2\left(\frac1{R^2}+\frac3{R^3}+\frac{15}{4R^4}+\frac{15}{8R^5}\right).
\]

Adding the pieces gives

\[
K=\frac{6L}{5R}+\frac{e^{-2R}}5\left(\frac{25}8-\frac{23R}4-3R^2-\frac{R^3}3\right).
\]

All five integrals, and \(J_0\) itself, were tested at \(R=3,4,5\) against the complete two-electron Hamiltonian, kinetic energy included, in a Gaussian representation of the envelope. The largest relative difference in \(J_0\) is about \(10^{-6}\).

## 9. Large separation

Keep the highest power of \(R\) multiplying \(e^{-2R}\). Then \(s^2(C-2v)\to-R^3/9\), \(2sw\to2R^3/3\) and \(K\to-R^3/15+\frac{2R^3}{15}(\gamma+\ln R)\). The terms with \(E_1\) contribute to \(K\) at order \(R^2\). Therefore

\[
J_0\simeq2R^3e^{-2R}\left[\frac{28}{45}-\frac2{15}(\gamma+\ln R)\right].
\]

The logarithm eventually makes this negative, near \(R\approx60\) at this order; the full expression changes sign at \(R=49.8\). The sign change is an error of the Heitler-London function. For the single-valley envelope Hamiltonian, replacing a real wavefunction by its absolute value does not raise the energy. The ground state is therefore nodeless and symmetric, hence a singlet. The separations below are near \(5a\), far from the sign change, though this alone does not make \(J_0\) accurate there. At \(R=5.1a\), full configuration interaction for the same envelope Hamiltonian gives a splitting about 10 to 13 percent larger than \(J_0\), depending on the Gaussian basis. For the example of Section 10 this means about \(0.24\) meV instead of \(0.215\) meV.

## 10. A donor moved by one site

Take round parameters of silicon type: \(a_{\rm lat}=0.54\) nm, \(k_0=0.85\,(2\pi/a_{\rm lat})\), \(m^*=0.30\) and \(\kappa=12\). They give \(a=2.117\) nm, an effective hartree of \(56.69\) meV and \(k_0a=20.9\).

Place the donors 20 lattice constants apart along [100]. Then \(R=10.80\) nm, or \(5.102a\). The phase \(k_0X\) is \(0.85\times20=17\) full turns, so \(g=1\). The integrals are

\[
s=0.08991,\quad v=0.19595,\quad w=0.03712,\quad C=0.19563,\quad K=0.00319 .
\]

The three contributions to \(N\) are

\[
s^2(C-2v)=-0.00159,\qquad 2sw=0.00667,\qquad -K=-0.00319 ,
\]

so \(N=0.00190\), with the last digit from unrounded values. The denominator \(1-s^4\) differs from one by less than \(10^{-4}\), and

\[
J\simeq2\times0.00190\times56.69\ \text{meV}\simeq0.215\ \text{meV},
\]

equivalent to 52 GHz on division by Planck's constant.

Now move one donor to a nearest fcc site by \((0,\frac12,\frac12)a_{\rm lat}\). The distance becomes \(10.81\) nm and \(J_0\) falls by 0.5 percent. The two transverse phases become \(0.425\) turn, or \(153^\circ\), and

\[
g=\frac{1+2\cos153^\circ}3=\frac{1-1.782}3=-0.261,\qquad g^2=0.068 .
\]

The coupling drops to \(0.0145\) meV, or 3.5 GHz, a factor of 15 caused almost wholly by phase. A displacement \((\frac12,\frac12,0)a_{\rm lat}\) gives the same \(g\), because \(17.425\) turns have the same cosine as \(0.425\) turn. The longer distance reduces \(J_0\) by the factor \(0.816\), and the total factor is \(0.816\times0.068=0.055\).

Over all 12 nearest sites \(J\) lies between \(0.012\) and \(0.018\) meV. In this isotropic model no such move preserves the original coupling, even when it brings the donors closer.

**Limit of the example.** These factors do not carry over to real silicon. There the heavy longitudinal mass shortens the envelope of each valley along its own axis. Take radii of \(1.44\) nm along the axis and \(2.5\) nm across it. At 20 lattice constants along [100], the envelope overlap of the \(x\) valleys is then only about a tenth of that of the \(y\) and \(z\) valleys. The displacement \((0,\frac12,\frac12)a_{\rm lat}\) changes the \(y\) and \(z\) cosines together, and \(S^2\) falls only to about \(0.64\) of its original value. The displacement \((\frac12,\frac12,0)a_{\rm lat}\) sets them against each other, and \(S^2\) falls below \(0.001\) of it. So small an \(S^2\) no longer measures \(J\), because the term \(-K_\psi\) in (1) need not vanish with \(S\). The sensitivity to single sites remains, but which moves are harmful depends on the shape of the envelope.

## 11. Dependence on direction and site

Along [100], with \(R=na_{\rm lat}\), \(g=[2+\cos(2\pi\,0.85n)]/3\). The two transverse cosines remain one, so \(g\ge1/3\) and \(g^2\ge1/9\). On integer \(n\), \(\cos(2\pi\,0.85n)=\cos(2\pi\,0.15n)\), which is why the sampled oscillation is slow, with a period of about \(6.7\) lattice constants. In the isotropic model it can outweigh the envelope decay: \(J\) rises from \(0.150\) meV at \(n=18\) to \(0.238\) meV at \(n=19\), then falls to \(0.215\) meV at \(n=20\). With the two silicon radii of Section 10 the \(x\) cosine has little weight, and \(S^2\) falls steadily over these three distances.

Along [110], with \(\mathbf R=(m/2,m/2,0)a_{\rm lat}\), \(g=[1+2\cos(0.85\pi m)]/3\). Two cosines now change together and can cancel the third. From \(m=28\) to \(m=29\), the averaged law (3) falls from \(0.177\) to \(0.0002\) meV. At \(m=29\), \(g\) is only \(0.03\), and the oscillating terms of \(K_\psi\) neglected in (3) lower this value by about 30 percent even for plane-wave valleys.

The separations \((20.5,0.5,0)a_{\rm lat}\) and \((14.5,14.5,0)a_{\rm lat}\) have the same length, since both squared lengths are \(420.5\,a_{\rm lat}^2\). Their \(J_0\) is \(0.175\) meV in both cases, but their couplings are \(0.012\) and \(0.0002\) meV. In this isotropic model the difference is due to valley phase alone.

**Average over sites.** For \(k_0=0.85\,(2\pi/a_{\rm lat})\), the phases on fcc sites are \(0.85\pi m_i\), with integer \(m_i\) whose sum is even. They repeat when any \(m_i\) increases by 40. Average over one such block. The parity condition is imposed by the factor \([1+(-1)^{m_1+m_2+m_3}]/2\), up to normalization. In a product of two different cosines, the first term vanishes because each cosine averages to zero, and the second because \((-1)^m\) averages to zero for the remaining index. The squared cosines average to \(1/2\), so

\[
\langle g^2\rangle=\frac19\left(3\times\frac12\right)=\frac16 .
\]

This average gives every site equal weight; it is not an average of \(J\), which also contains the decaying \(J_0\).

Exact zeros occur for this value of \(k_0\). At \(\mathbf R=(5,5,5)a_{\rm lat}\) each phase is \(4.25\) turns and each cosine vanishes. In the block, 16 percent of sites have \(g^2<0.01\). At or near a zero, terms omitted from the model may determine the actual coupling, so the small values above are not predictions for a real donor pair.

**Sensitivity to the parameters.** At 20 lattice constants, a change of \(0.01\) in \(k_0a_{\rm lat}/2\pi\) shifts the phase by \(0.2\) turn, or \(72^\circ\). The value of \(g\) for a particular distant pair thus requires an accurate \(k_0\). The envelope radius matters in another way: it enters through \(e^{-2R/a}\), so a smaller radius, such as the central cell produces, lowers the overall scale of \(J\) at these distances. Strain that changes the valley populations alters the weights of the cosines. Donors on different sublattices need the Bloch functions at two inequivalent positions, and equation (2) does not apply to them.

The numerical output gives further values along both directions.

## Table of computed values

```
lattice constant 0.54 nm; k0/(2 pi/a_lat) 0.85
effective mass 0.30 m_e; dielectric constant 12.0
envelope radius a = 2.1167 nm
effective hartree = 56.690 meV
k0 = 9.8902 1/nm; k0*a = 20.935
valley-orbit couplings: delta_g 1.5 meV, delta_f 2.0 meV
valley-orbit levels (meV): -9.50 1.50 1.50 1.50 2.50 2.50
largest relative error of hydrogenic J0 test: 1.2e-06
all-valley-pair deviation at k0*a: 1.20 %
all-valley-pair deviation at 2*k0*a: 0.30 %
smallest leftover wavevector: 0.300 (2 pi/a_lat)
its form factor relative to s: 0.0003
lattice average of g^2: 0.16667; minimum 1.4e-33
share of sites with g^2 < 0.01: 16.3 %
spurious sign change of J0 at R/a = 49.79
target pair: R = 10.800 nm, R/a = 5.1023
  s = 0.089906 (effective units)
  v = 0.195947 (effective units)
  w = 0.037120 (effective units)
  C = 0.195631 (effective units)
  K = 0.003193 (effective units)
  g = 1.0000; J = 0.21488 meV = 51.959 GHz
donor moved to a nearest fcc site (displacement in a_lat):
  [0.5, 0.5, 0]: R 11.073 nm, g -0.2607, J0 0.17542 meV, J 0.01192 meV
    J = 2.882 GHz; J0 ratio 0.816; J ratio 0.0555
  [0, 0.5, 0.5]: R 10.807 nm, g -0.2607, J0 0.21381 meV, J 0.01453 meV
    J = 3.513 GHz; J0 ratio 0.995; J ratio 0.0676
  [-0.5, 0.5, 0]: R 10.533 nm, g -0.2607, J0 0.26156 meV, J 0.01777 meV
    J = 4.297 GHz; J0 ratio 1.217; J ratio 0.0827
range of J over all 12 sites: 0.01192 to 0.01777 meV
along [100], R = n a_lat:
  n 18: R 9.720 nm, g^2 0.3177, J0 0.47231, J 0.15002 meV
  n 19: R 10.260 nm, g^2 0.7441, J0 0.31955, J 0.23775 meV
  n 20: R 10.800 nm, g^2 1.0000, J0 0.21488, J 0.21488 meV
  n 21: R 11.340 nm, g^2 0.7441, J0 0.14371, J 0.10693 meV
  n 22: R 11.880 nm, g^2 0.3177, J0 0.09564, J 0.03039 meV
  n 23: R 12.420 nm, g^2 0.1223, J0 0.06336, J 0.00775 meV
along [110], R = (m/2, m/2, 0) a_lat:
  m 26: R 9.928 nm, g^2 0.9358, J0 0.40669, J 0.38057 meV
  m 27: R 10.310 nm, g^2 0.1057, J0 0.30818, J 0.03257 meV
  m 28: R 10.691 nm, g^2 0.7616, J0 0.23283, J 0.17731 meV
  m 29: R 11.073 nm, g^2 0.0009, J0 0.17542, J 0.00017 meV
  m 30: R 11.455 nm, g^2 0.1111, J0 0.13181, J 0.01465 meV
  m 31: R 11.837 nm, g^2 0.4045, J0 0.09881, J 0.03997 meV
```
